Uniqueness of the Schrödinger–Poisson solution at fixed chemical potential by convexity, part 1

(Sections cited here and not found follow in the second part.)

## First half: the functional, its convexity and the theorem

### 1. Result

Electrons in a layered semiconductor are held at temperature T > 0 and at a fixed chemical potential, which is taken as the zero of energy. They move in the potential energy V₀(z) + u(z). Here V₀ contains the band offsets, and u = −eφ is the electrostatic energy of an electron of charge −e in the potential φ. In the Hartree approximation u is produced by the donors, by the gate and by the mean density of the electrons themselves.

**Theorem.** Under the assumptions of section 2, the functional

J[u] = ∫ ε u′²/(2e²) dz + ∫ N_d u dz + Σ_i G(E_i[u])

is strictly convex on the potentials that take the prescribed gate value. It has one stationary point, which is its minimum. The condition of stationarity is the Schrödinger–Poisson system

−(ε u′)′ = e² (n[u] − N_d),  n[u](z) = Σ_i N(E_i) ψ_i(z)².

The Hartree potential therefore exists and is unique, and so is the Hartree density.

The E_i and ψ_i are the subband energies and wave functions in the potential V₀ + u, N(E) is the number of electrons per area in a subband at energy E, and G(E) is the integral of N from E to infinity. The physical content is that electrons leave the regions where their potential energy is raised, while electrostatic repulsion raises the potential energy where electrons gather. Each response opposes the other, and this leaves no room for a second self-consistent state.

### 2. Assumptions and conventions

The structure occupies 0 < z < L and is uniform in the plane. Unmarked integrals run from 0 to L, and a prime on a function of z means d/dz.

(a) The permittivity ε(z) lies between two positive constants, ε_min and ε_max. The offset V₀ is bounded. The density N_d ≥ 0 of ionized donors is fixed and has the finite sheet value S_d = ∫ N_d dz.

(b) The effective mass m is the same everywhere. The subbands satisfy

H[u] ψ_i = E_i ψ_i,  H[u] = −(ħ²/2m) d²/dz² + V₀ + u,

with real normalized ψ_i that vanish at z = 0 and z = L.

(c) The gate fixes u(0) = u_g. No potential is prescribed at z = L. The functional itself will supply the condition there, which is zero field.

(d) The allowed potentials are u = u_g + w, where w belongs to the space V of functions with w(0) = 0 and a square-integrable derivative. Lengths in V are measured by the field energy:

⟨v, w⟩ = (1/e²) ∫ ε v′ w′ dz,  ‖w‖² = ⟨w, w⟩.

This is a true norm, since ‖w‖ = 0 forces w′ = 0 and then w = w(0) = 0. The space V is complete in it. Because w(z) is the integral of w′ from 0 to z, the Cauchy–Schwarz inequality gives

|w(z)| = |∫₀^z (e/√ε)(√ε w′/e) dz′| ≤ ‖w‖ (∫₀^z e²/ε dz′)^{1/2}.  (1)

Every w in V is therefore bounded, and sup|w| ≤ c‖w‖ with c = (e²L/ε_min)^{1/2}.

**Sign of Poisson's equation.** The charge density is e(N_d − n), so −(εφ′)′ = e(N_d − n). Inserting φ = −u/e gives (εu′)′/e = e(N_d − n). Multiplication by −e yields −(εu′)′ = e²(n − N_d), as stated in the theorem.

### 3. Occupation of a subband

An electron in subband i with in-plane wave vector k has energy E_i + t, where t = ħ²k²/2m. With two spin states, the number of electrons per area is

N(E) = 2 ∫ d²k/(2π)² · 1/(1 + exp((E+t)/kT)).

From d²k = 2πk dk = 2π(m/ħ²) dt, the prefactor becomes 2·2πm/(4π²ħ²) = m/(πħ²). Call it D, the two-dimensional density of states. The integrand 1/(1 + exp((E+t)/kT)) is the t-derivative of −kT ln(1 + exp(−(E+t)/kT)), so

N(E) = D kT ln(1 + exp(−E/kT)),  N′(E) = −D/(1 + exp(E/kT)) < 0.  (2)

The occupation decreases strictly with energy. The convexity proof rests on this property. From the definition of G,

G′ = −N < 0,  G″ = −N′ > 0,  G > 0,

so G is positive, decreasing and convex. Since ln(1 + x) ≤ x, one also has

N(E) ≤ D kT exp(−E/kT),  |N′(E)| ≤ D exp(−E/kT).  (3)

The thermodynamic meaning of G follows from the grand potential of one subband. Each single-particle state contributes −kT ln(1 + exp(−(E+t)/kT)). Summing over the plane gives −∫₀^∞ N(E+t) dt = −G(E). Hence

Γ[u] = Σ_i G(E_i[u])

is minus the grand potential per area of independent electrons in the potential u.

### 4. Lemma 1: the spectrum and the sums

**Lemma 1.** The E_i are simple. The sums for Γ and n converge, and Γ is continuous in u.

*Proof.* Suppose two independent eigenfunctions had the same energy. Both vanish at z = 0, so some nonzero combination of them also has zero slope there. A solution of the second-order Schrödinger equation with zero value and zero slope at one point vanishes identically, which contradicts independence.

With V₀ + u = 0 the energies are e_i = ħ²π²i²/(2mL²). By the min–max principle, adding a potential bounded in size by M moves each ordered eigenvalue by at most M. Therefore

|E_i − e_i| ≤ M,  M = sup|V₀ + u|.  (4)

The energies grow as i², and by (3) the occupations fall off as exp(−e_i/kT) times a constant. This makes the sum for Γ converge. The sum for n converges in the integrated sense, because each ψ_i² has unit integral.

For two potentials a and b, the min–max principle gives |E_i[a] − E_i[b]| ≤ sup|a − b|. The mean value theorem with G′ = −N then bounds |Γ[a] − Γ[b]| by sup|a − b| times a convergent sum of occupations. By (1), sup|a − b| is controlled by ‖a − b‖, so Γ is continuous. ∎

### 5. Lemma 2: first variation

**Lemma 2.** For w in V, the derivative of Γ[u + sw] with respect to s is −∫ n w dz, where n is the density in the potential u + sw.

*Proof.* Let a dot denote d/ds. A simple isolated eigenvalue and its normalized eigenfunction depend smoothly on s when the perturbation w is bounded. Differentiating (H − E_i)ψ_i = 0 gives

(H − E_i) ψ̇_i + (w − Ė_i) ψ_i = 0.  (5)

Multiply by ψ_i and integrate. The first term vanishes because H is symmetric and (H − E_i)ψ_i = 0. With w_ij = ∫ ψ_i w ψ_j dz, what remains is

Ė_i = w_ii = ∫ ψ_i² w dz.

Thus the derivative of G(E_i) is −N(E_i) w_ii. Its size is at most N(E_i) sup|w|. By (3) and (4), the sum of these terms converges uniformly for s in a bounded interval, which permits term-by-term differentiation:

dΓ/ds = −Σ_i N(E_i) ∫ ψ_i² w dz = −∫ n w dz. ∎

**Stationarity of J.** The derivative of the field term at s = 0 is ∫ ε u′w′/e² dz, since the factor 2 from the square cancels the 2 in the denominator. Together with the other two terms,

dJ/ds = ∫ ε u′w′/e² dz + ∫ (N_d − n) w dz.  (6)

If (6) vanishes for every w that is zero near both ends, integration by parts gives −(εu′)′/e² + N_d − n = 0, which is Poisson's equation. For a general w in V the boundary term ε(L)u′(L)w(L)/e² then remains, because w(0) = 0 removes the other end. The value w(L) is free, so εu′ = 0 at z = L. Conversely, Poisson's equation with this condition makes (6) vanish. Stationary points of J and Hartree solutions are therefore the same potentials.

### 6. Lemma 3: second variation

**Lemma 3.** Γ is convex, and its second derivative along u + sw is

d²Γ/ds² = −Σ_ij C_ij w_ij² ≥ 0,  (7)

C_ij = (N(E_i) − N(E_j))/(E_i − E_j) for i ≠ j,  C_ii = N′(E_i).

*Proof.* Multiply (5) by ψ_j with j ≠ i and integrate. Orthogonality removes Ė_i, and (E_j − E_i)⟨ψ_j|ψ̇_i⟩ + w_ij = 0 gives

⟨ψ_j|ψ̇_i⟩ = w_ij/(E_i − E_j).

Normalization of the real function ψ_i gives ⟨ψ_i|ψ̇_i⟩ = 0. Differentiating Ė_i = ∫ ψ_i²w dz once more, and expanding ψ̇_i in the ψ_j, one finds

Ë_i = 2 ∫ ψ̇_i w ψ_i dz = 2 Σ_{j≠i} w_ij²/(E_i − E_j).

The chain rule for G(E_i) reads

d²G(E_i)/ds² = G″Ė_i² + G′Ë_i = −N′(E_i) w_ii² − 2N(E_i) Σ_{j≠i} w_ij²/(E_i − E_j).

Now sum over i. In the double sum, take half of each term and exchange the names i and j in that half. Since w_ij² is symmetric and the denominator changes sign,

Σ_{i≠j} 2N(E_i) w_ij²/(E_i − E_j) = Σ_{i≠j} (N(E_i) − N(E_j)) w_ij²/(E_i − E_j).

This is (7). Because N decreases, numerator and denominator of C_ij have opposite signs. Every C_ij is negative, and the second derivative cannot be negative.

The sums may be handled in this way for the following reason. Completeness of the ψ_j gives Σ_j w_ij² = ∫ w²ψ_i² dz ≤ (sup|w|)². By (4), the spacing E_{i+1} − E_i is at least ħ²π²(2i+1)/(2mL²) − 2M, with M taken as the largest value on the interval 0 ≤ s ≤ 1. It is thus bounded below for large i. The remaining finitely many spacings are positive and continuous in s, so all spacings exceed one constant g > 0. Then |Ë_i| ≤ 2(sup|w|)²/g, and the exponential bounds (3) make all sums converge absolutely and uniformly in s. ∎

### 7. Proof of the theorem

**Strict convexity.** Along u + sw the field term of J is quadratic in s with second derivative ‖w‖². The donor term is linear. With Lemma 3,

d²J/ds² ≥ ‖w‖² > 0 for w ≠ 0.  (8)

There is also a form without derivatives. For potentials a and b, write the field term as ½‖·‖², extended to functions that do not vanish at the gate. The identity ½(x² + y²) − ((x+y)/2)² = (x−y)²/4, applied to the derivatives of a and b, gives

½(J[a] + J[b]) − J[(a+b)/2] ≥ ⅛ ‖a − b‖².  (9)

The donor term cancels on the left, and the electron term adds a non-negative amount by Lemma 3.

**Existence.** Put u = u_g + w. Since Γ > 0 and |∫ N_d w dz| ≤ S_d c‖w‖,

J[u] ≥ ½‖w‖² − S_d c‖w‖ + u_g S_d ≥ −½(S_d c)² + u_g S_d,

so J has a finite lower bound, and hence a greatest lower bound J₀. Take potentials a₁, a₂, … with J[a_k] → J₀. The midpoint of a_k and a_l is also allowed, and its J is at least J₀. Inequality (9) becomes

⅛ ‖a_k − a_l‖² ≤ ½(J[a_k] + J[a_l]) − J₀ → 0.

The sequence converges because V is complete. By continuity of J its limit has the value J₀. The derivative of J vanishes at this minimum in every direction of V, so the limit solves the Schrödinger–Poisson system.

**Uniqueness.** Suppose a and b are both stationary and w = a − b ≠ 0. The derivative of J[b + sw] would vanish at s = 0 and at s = 1, although (8) makes it increase strictly between them. This is impossible. ∎

The same conclusion can be read directly from the equations. By Lemma 3 the derivative of Γ[b + sw] does not decrease with s. Comparing its values −∫ n[b]w dz and −∫ n[a]w dz at the two ends gives

∫ (n[a] − n[b])(a − b) dz ≤ 0.  (10)

If both potentials solve Poisson's equation, subtract the two equations, multiply by a − b and integrate by parts. Both boundary terms vanish, and ‖a − b‖² = ∫ (n[a] − n[b])(a − b) dz ≤ 0. Hence a = b.

## Second half: consequences, limits and a gated quantum well

### 8. What is taken from the first half

The electrostatic energy u of an electron is fixed at u_g at the gate, z = 0. The field vanishes at the back, z = L. The chemical potential is zero, N_d is the donor density, n[u] the electron density and D the two-dimensional density of states. A subband at energy E holds N(E) = D kT ln(1 + exp(−E/kT)) electrons per area, and G is the integral of N from E to infinity. The norm is ‖w‖² = (1/e²)∫ εw′² dz, with inner product ⟨v, w⟩. The functional

J[u] = ∫ εu′²/(2e²) dz + ∫ N_d u dz + Γ[u],  Γ[u] = Σ_i G(E_i[u]),

is strictly convex, and its minimum is the unique Hartree solution. Three inequalities will be used. They are the pointwise bound (1), |w(z)| ≤ ‖w‖(∫₀^z e²/ε dz′)^{1/2}; the midpoint inequality (9), whose right side is ⅛‖a − b‖²; and the monotonicity (10), ∫(n[a] − n[b])(a − b) dz ≤ 0.

### 9. Corollary: an error bound without the solution

Let a be a trial potential with the correct gate value. Let P[a] be the potential obtained by solving Poisson's equation once with the density n[a], and let r = a − P[a] be the mismatch. If u is the Hartree solution, then

‖a − u‖ ≤ ‖r‖.  (11)

*Proof.* Put d = a − u = r + (P[a] − u). Subtracting the Poisson equations for P[a] and u, multiplying by d and integrating by parts gives ⟨P[a] − u, d⟩ = ∫(n[a] − n[u])d dz. This is not positive, by (10). Hence ‖d‖² ≤ ⟨r, d⟩ ≤ ‖r‖‖d‖, and division by ‖d‖ proves (11). ∎

Combined with (1), this bounds the error of the potential at every z by a quantity known during the calculation.

**Uniqueness does not make every iteration converge.** Consider the damped loop u → u + α(P[u] − u). Near the solution, a small error w changes P by Kw, where ⟨v, Kw⟩ = ∫ v δn dz. By Lemma 3, −K is symmetric and non-negative in this inner product. An error mode with −K eigenvalue λ ≥ 0 is multiplied by 1 − α(1 + λ) in each step. Local convergence requires α < 2/(1 + λ) for the largest λ. The undamped loop, α = 1, fails as soon as some λ exceeds 1. Minimizing J by Newton steps, shortened whenever J would not fall sufficiently, avoids this restriction.

### 10. Remark: why J is minimized although −J is the grand potential

At the solution, multiply Poisson's equation by u and integrate by parts. With the field energy W = ∫ εu′²/(2e²) dz,

∫ u(n − N_d) dz = 2W + u_g ε(0)u′(0)/e².

Insert this into −J = −Γ − ∫ N_d u dz − W, after adding and subtracting ∫ nu dz:

−J = (−Γ − ∫ nu dz) + W + u_g ε(0)u′(0)/e².

The bracket is the grand potential of the electrons without their electrostatic energy, and W supplies the field energy once. The gate carries the charge per area σ = −ε(0)φ′(0) = ε(0)u′(0)/e. With u_g = −eφ_g the last term is −φ_gσ, the work term of a source that holds the gate potential. Thus −J, evaluated at the solution, is the grand potential of the whole model. As a function of the potential it has a maximum there. This does not conflict with the usual minimum principle, in which the grand potential is written as a functional of the density, a different variable.

The Hartree potential has been shown to exist and to be unique, as the minimum of a strictly convex functional, and the error of a trial potential can be bounded without knowing the solution. What remains is to see how far the argument extends and where it stops, and to test it on a gated AlGaAs/GaAs well and set that model beside a real device.
